# Split-shell variational energies of helium and the hydride ion

## Problem

Two electrons move about a fixed point nucleus of charge $Z$. In hartree atomic units, without relativity, the Hamiltonian is

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}} .$$

Eckart's split-shell function gives the two electrons different exponents $a,b>0$:

$$\psi=e^{-ar_1-br_2}+e^{-br_1-ar_2}.$$

It is symmetric under exchange of the electrons, so it is multiplied by the antisymmetric singlet spin function, on which $H$ does not act.

Find the exponents that minimise the energy for helium ($Z=2$) and for H⁻ ($Z=1$). Does the result prove that H⁻ is bound?

The mean energy of any trial function is an upper bound on the ground-state energy. If one electron is taken far away and left at rest, the remaining one-electron atom has energy $-Z^2/2$. A bound below this threshold therefore proves that a bound state exists. A bound above it decides nothing.

## First estimate by scaling

Put both electrons in the same normalised orbital, $u_k=\sqrt{k^3/\pi}\,e^{-kr}$. Stretching or shrinking an orbital multiplies its kinetic energy by $k^2$ and every Coulomb energy by $k$, so two coefficients are needed.

Integrals of the type $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$ supply them. Consider the unit charge density

$$\rho_c=\frac{c^3}{8\pi}e^{-cr},\qquad \left\langle\frac1r\right\rangle=\frac{c^3}2\int_0^\infty re^{-cr}dr=\frac c2 .$$

The density of $u_k$ has $c=2k$, so its nuclear attraction is $-Zk$. Its kinetic energy is $\frac12\int|\nabla u_k|^2=k^2/2$, because $|\nabla u_k|=ku_k$.

For the repulsion, the potential of $\rho_c$ is the enclosed charge divided by $r$, plus the contribution of the shells outside $r$:

$$\phi_c=\frac{1-e^{-cr}(1+cr+\frac12c^2r^2)}r+e^{-cr}\left(\frac{c^2r}2+\frac c2\right)
=\frac1r-e^{-cr}\left(\frac1r+\frac c2\right).$$

The repulsion between $\rho_c$ and $\rho_d$ is then

$$\begin{aligned}
R(c,d)&=\frac{d^3}2\int_0^\infty r^2e^{-dr}\phi_c\,dr
=\frac{d^3}2\left[\frac1{d^2}-\frac1{(c+d)^2}-\frac c{(c+d)^3}\right]\\
&=\frac d2\,\frac{(c+d)^3-d^2(2c+d)}{(c+d)^3}
=\frac{cd(c^2+3cd+d^2)}{2(c+d)^3}.
\end{aligned}$$

In particular $R(c,c)=5c/16$, so two electrons in $u_k$ repel with energy $5k/8$. The total is

$$E(k)=k^2-2Zk+\tfrac58k .$$

Setting $dE/dk=2k-2Z+\frac58=0$ gives

$$k=Z-\tfrac5{16},\qquad E=-\left(Z-\tfrac5{16}\right)^2 .$$

For helium $k=1.6875$ and $E=-2.8477$ hartree. For H⁻ $k=0.6875$ and $E=-0.4727$ hartree, which lies above the threshold $-0.5$. The estimate leaves the question of binding open.

## Exact solution of the two-exponent problem

### The energy

Up to a constant factor, $\psi$ is $u_a(1)u_b(2)+u_b(1)u_a(2)$. Let $s=a+b$. The product of the two orbitals is

$$u_au_b=\frac{(ab)^{3/2}}\pi e^{-sr}=S\rho_s,\qquad S=\frac{8(ab)^{3/2}}{s^3},$$

so $S$ is their overlap. The norm of the two-electron function is $2+2S^2$.

Let $h=-\frac12\nabla^2-Z/r$. In the expectation value of $h(1)+h(2)$, each product with itself gives $h_{aa}+h_{bb}$, and each of the two cross terms gives $2Sh_{ab}$. The repulsion gives $2J+2K$, where $J$ is the repulsion of the densities $u_a^2$ and $u_b^2$, and $K$ is the self-repulsion integral of $u_au_b$. Dividing by the norm,

$$E=\frac{h_{aa}+h_{bb}+2Sh_{ab}+J+K}{1+S^2}.$$

The elements follow from the results above:

- The diagonal elements are $h_{aa}=a^2/2-Za$ and $h_{bb}=b^2/2-Zb$.
- Integration by parts gives the cross kinetic element $\frac12\int\nabla u_a\cdot\nabla u_b=abS/2$. The cross attraction is $-ZSs/2$, since $\langle1/r\rangle=s/2$ in $\rho_s$.
- The repulsion integrals are $J=R(2a,2b)=ab(a^2+3ab+b^2)/s^3$ and $K=S^2R(s,s)=5sS^2/16$.

The attraction simplifies:

$$\langle V_{\rm nuc}\rangle=-Z\,\frac{s+S^2s}{1+S^2}=-Zs .$$

### Separating size from shape

The sum $s$ sets the size of the atom. Its shape is described by

$$y=\frac{4ab}{s^2}=1-\left(\frac{a-b}s\right)^2,\qquad 0<y\le1,$$

with $y=1$ for equal exponents. Then $ab=ys^2/4$, $a^2+b^2=s^2(1-y/2)$ and $S^2=64(ab)^3/s^6=y^3$. The kinetic energy becomes

$$\langle T\rangle=\frac{\frac12(a^2+b^2)+S^2ab}{1+S^2}=s^2\,\frac{2-y+y^4}{4(1+y^3)} .$$

Since $a^2+3ab+b^2=s^2+ab$, the repulsion integrals are $J=s(4y+y^2)/16$ and $K=5sy^3/16$. Define

$$A=2-y+y^4,\qquad D=1+y^3,$$

$$N=16ZD-4y-y^2-5y^3=16Z-4y-y^2+(16Z-5)y^3 .$$

The whole energy is then

$$E=\frac A{4D}s^2-\frac N{16D}s .$$

For fixed $y$ this is an upward parabola in $s$. Its minimum is at

$$s=\frac N{8A},\qquad E(y)=-\frac{N^2}{256P},$$

$$P=AD=2-y+2y^3+y^7 .$$

At this minimum the Coulomb energy is $-2\langle T\rangle$, so $E=-\langle T\rangle$. This is the virial relation.

### The best shape

With primes denoting derivatives in $y$,

$$\frac{dE}{dy}=-\frac{NG}{256P^2},\qquad G=2N'P-NP' .$$

Let $c=16Z-5$. The two products are

$$\begin{aligned}
2N'P={}&(-8-4y+6cy^2)(2-y+2y^3+y^7)\\
={}&-16+(4+12c)y^2-(16+6c)y^3-8y^4\\
&+12cy^5-8y^7-4y^8+6cy^9,\\[4pt]
NP'={}&(16Z-4y-y^2+cy^3)(-1+6y^2+7y^6)\\
={}&-16Z+4y+(1+96Z)y^2-(24+c)y^3-6y^4\\
&+6cy^5+112Zy^6-28y^7-7y^8+7cy^9 .
\end{aligned}$$

Subtracting,

$$\begin{aligned}
G={}&16(Z-1)-4y+(96Z-57)y^2+(33-80Z)y^3-2y^4\\
&+(96Z-30)y^5-112Zy^6+20y^7+3y^8+(5-16Z)y^9 .
\end{aligned}$$

For $Z\ge1$, $N\ge16Z-5>0$, so $E$ falls where $G>0$ and rises where $G<0$.

At equal exponents $N=32Z-10$, $P=4$ and $G=-48$. Hence

$$\left.\frac{dE}{dy}\right|_{y=1}=\frac{48(32Z-10)}{256\cdot16}=\frac38\left(Z-\frac5{16}\right)>0 .$$

Lowering $y$ from 1 lowers the energy, so for $Z\ge1$ splitting the shell improves on the first estimate. As $y\to0$, $s\to Z$ and $E\to-Z^2/2$: one exponent tends to $Z$ and the other to zero, which describes a detached electron.

### Helium

For $Z=2$, $G$ starts at $16$ and ends at $-48$. Root counting finds one zero in the interval, so it is the global minimum. Solving $G=0$ numerically gives $y=0.912977$, with $N=48.061327$, $A=1.781790$ and $P=3.137717$. Therefore

$$s=\frac{48.061327}{8\times1.781790}=3.371702,$$

$$E=-\frac{48.061327^2}{256\times3.137717}=-2.87566\ \text{hartree}.$$

From $a+b=s$ and $a-b=s\sqrt{1-y}$, choosing $a>b$,

$$a,b=\frac s2\left(1\pm\sqrt{1-y}\right)=2.183,\ 1.189 .$$

The energy is $-78.251$ eV.

### H⁻

For $Z=1$ the constant term of $G$ vanishes and $G\approx-4y$ near zero. The energy therefore rises at first as the distant electron is brought in. To second order in $y$,

$$E\approx-\frac{256-128y-16y^2}{256(2-y)}
=-\frac12+\frac{y^2}{16(2-y)}\approx-\frac12+\frac{y^2}{32}.$$

There are two zeros of $G$ for $0<y\le1$. The first, at $y=0.120$, is a barrier with $E=-0.499857$ hartree, $0.000143$ hartree above the threshold. A downhill search in $y$ started below this point runs to the detached limit. The second zero is the minimum, at $y=0.673191$, with $N=16.209939$, $A=1.532187$ and $P=1.999628$:

$$s=\frac{16.209939}{8\times1.532187}=1.322451,\qquad a,b=1.039,\ 0.283,$$

$$E=-\frac{16.209939^2}{256\times1.999628}=-0.5133\ \text{hartree}=-13.968\ \text{eV}.$$

This is below both the barrier and the detached limit, so it is the global minimum. It is also an upper bound on the ground-state energy, and it lies below $-0.5$. H⁻ is therefore bound in the fixed-nucleus, non-relativistic model. Removing an electron costs at least $0.0133$ hartree, or $0.362$ eV. For helium, whose threshold is $-2$ hartree, the corresponding lower bound is $0.8757$ hartree, or $23.83$ eV.

## Comparison of the two

The energy components, in hartree, show where the improvement comes from.

| System, exponents | Kinetic | Attraction | Repulsion | Total |
|---|---:|---:|---:|---:|
| He, equal | 2.8477 | −6.7500 | 1.0547 | −2.8477 |
| He, split | 2.8757 | −6.7434 | 0.9921 | −2.8757 |
| H⁻, equal | 0.4727 | −1.3750 | 0.4297 | −0.4727 |
| H⁻, split | 0.5133 | −1.3225 | 0.2958 | −0.5133 |

In both systems splitting raises the kinetic energy and weakens the attraction, but the fall in repulsion outweighs both. The gain is $0.0280$ hartree for helium and $0.0406$ hartree for H⁻. Relative to the split-shell energies these are about 1% and 8%. The smaller correction decides nothing new for helium, which the first estimate already places below its threshold. For H⁻ the correction carries the bound across the threshold.

The equal-exponent function is a single product, so the distances $r_1$ and $r_2$ are statistically independent. In the split-shell function their correlation coefficient, the covariance divided by the variance of one distance, is $-0.126$ for helium and $-0.359$ for H⁻. A smaller distance for one electron tends to go with a larger distance for the other. This is radial correlation.

Two further computed energies, both in large sets of s-type Gaussians, place these results:

- Restricted Hartree–Fock, with one freely shaped orbital for both electrons, gives $-2.8617$ hartree for helium and $-0.4879$ for H⁻. Freeing the shape of a shared orbital does not bring the H⁻ energy below the threshold.
- Full configuration interaction within the s functions gives $-2.8790$ and $-0.5145$ hartree. It approximates the best energy attainable by a function of $r_1$ and $r_2$ alone.

The split-shell function recovers about 81% of the gap between these two energies for helium and 96% for H⁻. Neither it nor the s-only reference depends on the angle between the electrons' position vectors, so angular correlation is missing from both. The numerical check evaluates the energy components by direct quadrature and finds the same exponents by a separate two-parameter search.

## Calculated quantities

```
Energies in hartree, exponents in 1/bohr, unless stated
He: Z = 2, stationary points in 0.001 < y <= 1: 1
He: y = 0.912977, s = 3.371702
He: N = 48.061327, A = 1.781790, P = 3.137717
He: exponents a = 2.18317, b = 1.18853
He: split-shell energy = -2.8756613 (-78.2507 eV)
He: energy at exponents (2.183, 1.189) = -2.8756613
He: direct search a, b = 2.18317, 1.18853
He: equal exponent = 1.6875, energy = -2.847656
He: gain from splitting = 0.028005
He: equal: kinetic, attraction, repulsion = 2.84766, -6.75000, 1.05469
He: split: kinetic, attraction, repulsion = 2.87566, -6.74340, 0.99208
He: correlation coefficient of r1 and r2 = -0.1261
He: one-electron threshold = -2.0000
He: lower bound on removal energy = 0.875661 (23.8280 eV)
He: restricted Hartree-Fock, s Gaussians = -2.8617
He: full CI, s Gaussians only = -2.8790
He: share of HF-to-s-CI gap recovered = 0.81
H-: Z = 1, stationary points in 0.001 < y <= 1: 2
H-: y = 0.673191, s = 1.322451
H-: N = 16.209939, A = 1.532187, P = 1.999628
H-: exponents a = 1.03923, b = 0.28322
H-: split-shell energy = -0.5133029 (-13.9677 eV)
H-: energy at exponents (1.039, 0.283) = -0.5133028
H-: direct search a, b = 1.03923, 0.28322
H-: equal exponent = 0.6875, energy = -0.472656
H-: gain from splitting = 0.040647
H-: equal: kinetic, attraction, repulsion = 0.47266, -1.37500, 0.42969
H-: split: kinetic, attraction, repulsion = 0.51330, -1.32245, 0.29585
H-: correlation coefficient of r1 and r2 = -0.3593
H-: one-electron threshold = -0.5000
H-: lower bound on removal energy = 0.013303 (0.3620 eV)
H-: restricted Hartree-Fock, s Gaussians = -0.4879
H-: full CI, s Gaussians only = -0.5145
H-: share of HF-to-s-CI gap recovered = 0.96
H-: barrier at y = 0.11962, energy = -0.499857
H-: barrier exponents = 1.0002, 0.0318
```
